\section*{Steady channel cracking of a film elastically matched to its substrate}

\section{The decision and the result}

How thick may a tensile dielectric film be before a crack can run across the wafer? The estimate compares a release rate with a fracture energy, and the allowed thickness is inversely proportional to the coefficient in the release rate. A crack deepening towards the interface and a crack running along the film have coefficients that differ by a factor of two, so one must know which applies.

Let a film of thickness $h$ carry uniform in-plane tension $\sigma$ on a thick, unstressed substrate. Both are isotropic, with the same Young modulus $E$ and Poisson ratio $\nu$. One isolated crack cuts the whole film, stops at the interface, and is long compared with $h$. The release rate averaged over its advancing front is then
\begin{equation}
G_{\rm ss}=\frac1h\int_0^h G(a)\,da=1.976\,\frac{\sigma^2h}{E'},\qquad E'=\frac{E}{1-\nu^2},
\label{result}
\end{equation}
where $G(a)$ belongs to a plane-strain edge crack of depth $a$. The algebra is linear elasticity and holds in any coherent units, atomic units included.

\section{Why the average over depth appears}

Let the crack advance by $dy$ along the film. In the steady state the region around the front moves unchanged. The net effect is to replace an uncracked slice of width $dy$ far ahead by a fully cracked slice far behind. If $W(h)$ is the energy released per unit length of channel,
\begin{equation}
G_{\rm ss}\,h\,dy=W(h)\,dy .
\label{steady}
\end{equation}

Far behind the front the added displacement is independent of $y$ and has no $y$ component. The slice is therefore in plane strain, and the stress parallel to the crack does no work because the added strain $\varepsilon_{yy}$ is zero.

To find $W$, cut the slice to depth $a\le h$ but hold the faces shut with the original traction $\sigma$. Then reduce the traction slowly to zero, with the outer boundary fixed. The opening grows linearly from zero to its final value $\delta$, so the energy extracted is
\begin{equation}
W(a)=\frac{\sigma}{2}\int_0^a\delta(r)\,dr ,
\label{work}
\end{equation}
with $r$ the depth below the surface. The plane-strain release rate is $G(a)=dW/da$, and $W(0)=0$. Hence $W(h)=\int_0^hG\,da$, which with \eqref{steady} gives the first equality in \eqref{result}.

This fixes the mean over the front. The local release rate equals the mean at every point only if the front has taken a shape that makes it uniform.

\section{The quarter-plane relation}

Removing the traction is equivalent to adding a pressure $\sigma$ on the crack faces of an initially stress-free half-space. For $a\le h$ all of the crack lies in the film, so the unstressed substrate changes nothing in this added problem.

By symmetry we treat one quarter-plane. Put the origin at the crack mouth, the crack line at $\theta=0$, and the free surface at $\theta=\pi/2$. On $\theta=0$ the shear stress vanishes, and $u_\theta=u(r)=\delta/2$. Take the Airy function $\phi=r^{s+1}f(\theta)$ with
\begin{equation}
\begin{aligned}
f={}&A\cos(s+1)\theta+B\cos(s-1)\theta\\
&+C\sin(s+1)\theta+D\sin(s-1)\theta .
\end{aligned}
\end{equation}
The stresses are $\sigma_{\theta\theta}=\phi_{rr}=s(s+1)r^{s-1}f$ and $\sigma_{r\theta}=-\partial_r(\phi_\theta/r)=-sr^{s-1}f'$.

\subsection*{Displacement}

Since $\nabla^2(r^{s+1}\cos m\theta)=[(s+1)^2-m^2]r^{s-1}\cos m\theta$, and likewise for the sine, the $A$ and $C$ terms are harmonic. Therefore $\nabla^2\phi=4sr^{s-1}g$, with $g=B\cos(s-1)\theta+D\sin(s-1)\theta$. Hooke's law in plane strain, with shear modulus $\mu$, gives
\begin{equation}
2\mu\,\partial_ru_r=(1-\nu)\nabla^2\phi-\phi_{rr}.
\end{equation}
Integration over $r$ gives
\begin{equation}
2\mu u_r=r^s[-(s+1)f+4(1-\nu)g].
\end{equation}
On $\theta=0$ the shear strain vanishes: $\partial_\theta u_r+r\partial_ru_\theta-u_\theta=0$. As $u_\theta\propto r^s$, this means $u_\theta=-\partial_\theta u_r/(s-1)$. With $f'(0)=0$ and $g'(0)=(s-1)D$,
\begin{equation}
u=-\frac{4(1-\nu)}{2\mu}Dr^s=-\frac{4}{E'}Dr^s,
\label{disp}
\end{equation}
because $E=2\mu(1+\nu)$ makes $E'=2\mu/(1-\nu)$.

\subsection*{Boundary conditions}

Write $S=\sin(\pi s/2)$ and $c=\cos(\pi s/2)$. The conditions $f'(0)=0$, $f(\pi/2)=0$ and $f'(\pi/2)=0$ become
\begin{align}
(s+1)C+(s-1)D&=0,\\
S(B-A)+c(C-D)&=0,\\
c[(s-1)B-(s+1)A]+2(s-1)DS&=0.
\end{align}
The first was used to simplify the third. It also gives $D-C=2sD/(s+1)$, so the second yields
\begin{equation}
B-A=q,\qquad q=\frac{2scD}{(s+1)S}.
\end{equation}
Putting $B=A+q$ in the third gives $2A=(s-1)q+2(s-1)DS/c$. Hence
\begin{align}
f(0)&=2A+q=sq+\frac{2(s-1)DS}{c}\nonumber\\
&=2D\,\frac{s^2c^2+(s^2-1)S^2}{(s+1)Sc}
=\frac{2D(s^2-S^2)}{(s+1)Sc},
\end{align}
where $c^2+S^2=1$ was used. Multiply by $s(s+1)r^{s-1}$, use $2Sc=\sin\pi s$, and eliminate $D$ through $u'=-4sDr^{s-1}/E'$:
\begin{equation}
\sigma_{\theta\theta}=-E'u'\,\frac{s^2-\sin^2(\pi s/2)}{\sin\pi s}\qquad(\theta=0).
\label{symbol}
\end{equation}

\section{Solving the edge crack}

Measure length in units of $a$. A general field is a superposition of these powers, with transform $\hat g(s)=\int_0^\infty g(r)r^{-s}dr$. On the crack line $\sigma_{\theta\theta}=-\sigma$ for $r<1$, while $u'=0$ for $r>1$. Define
\begin{equation}
U_-(s)=\int_0^1u'r^{-s}dr,\qquad
T_+(s)=\int_1^\infty\sigma_{\theta\theta}r^{-s}dr .
\end{equation}
The slope $u'$ is finite at the mouth, so $U_-$ is analytic for $\operatorname{Re}s<1$. The pressures on the two faces exert no net force, so the distant stress falls at least as $r^{-2}$ and $T_+$ is analytic for $\operatorname{Re}s>-1$.

Relation \eqref{symbol} becomes
\begin{equation}
\frac{\sigma}{1-s}-T_+=-\frac{E'}2\tan\frac{\pi s}{2}\,H(s)U_-,
\quad H=1-\frac{s^2}{\sin^2(\pi s/2)} .
\label{wh}
\end{equation}

\subsection*{Factorization}

On the imaginary axis $H(iy)=1-y^2/\sinh^2(\pi y/2)$. It is even, positive, and tends to one at large $|y|$. Cauchy's formula therefore splits it as $H(s)=H_+(s)H_+(-s)$, where for $\operatorname{Re}s>0$
\begin{equation}
\ln H_+(s)=\frac{s}{\pi}\int_0^\infty\frac{\ln H(iy)}{s^2+y^2}\,dy .
\label{hplus}
\end{equation}
The reflection formulas for $\sin$ and $\cos$ in terms of gamma functions split the tangent. With
\begin{equation}
P(s)=\frac{\Gamma(\frac{1+s}{2})}{\Gamma(1+\frac s2)}H_+(s),
\end{equation}
we have $\frac12\tan(\pi s/2)H(s)=\frac s4P(s)P(-s)$. The factor $P(s)$ is analytic and nonzero in the right half-plane and on its edge.

Divide \eqref{wh} by $P(s)$ and move the pole at $s=1$ to the side that is analytic on the left:
\begin{multline}
\frac{T_+}{P(s)}-\frac{\sigma}{1-s}\left[\frac1{P(s)}-\frac1{P(1)}\right]\\
=\frac{\sigma}{(1-s)P(1)}+\frac{E'}4sP(-s)U_- .
\label{split}
\end{multline}
The left side is analytic in the right half-plane, since its bracket vanishes at $s=1$. The right side is analytic in the left half-plane. They agree on a strip around the imaginary axis, so together they form an entire function.

Near the tip both $\sigma_{\theta\theta}$ and $u'$ vary as the inverse square root of distance. Thus $T_+$ and $U_-$ fall as $|s|^{-1/2}$, as do $P(s)$ and $P(-s)$ in their half-planes. Both sides of \eqref{split} stay bounded, and by Liouville's theorem they equal a constant. At $s=0$, $U_-(0)=-u(0)$ is finite, so the last term vanishes and the constant is $\sigma/P(1)$. Solving the right side for $U_-$,
\begin{equation}
\frac{E'}4sP(-s)U_-=\frac{\sigma}{P(1)}\left[1-\frac1{1-s}\right]=-\frac{\sigma s}{(1-s)P(1)},
\end{equation}
\begin{equation}
U_-(s)=-\frac{4\sigma}{E'(1-s)P(1)P(-s)} .
\label{usol}
\end{equation}

\section{Tip field, energy and average}

Just ahead of the tip $\sigma_{\theta\theta}\simeq K/\sqrt{2\pi(r-1)}$, and $r^{-s}\simeq e^{-s(r-1)}$ at large $s$. Thus $T_+\simeq K/\sqrt{2s}$, while $P(s)\simeq\sqrt{2/s}$. The left side of \eqref{split} tends to $K/2$, so $K=2\sigma/P(1)$. Since $\Gamma(3/2)=\sqrt\pi/2$, $P(1)=2H_+(1)/\sqrt\pi$. Restoring $a$,
\begin{equation}
K=F\sigma\sqrt{\pi a},\qquad F=\frac1{H_+(1)}=\frac1{0.891645}=1.1215 .
\end{equation}

For the energy, integrate \eqref{work} by parts. The boundary terms vanish because $u(1)=0$ and $ru=0$ at the mouth:
\begin{equation}
W=\sigma\int_0^1u\,dr=-\sigma\int_0^1ru'\,dr=-\sigma U_-(-1)=\frac{2\sigma^2}{E'P(1)^2}.
\end{equation}
With $P(1)=2/(\sqrt\pi F)$ and the factor $a^2$ restored,
\begin{equation}
W(a)=\frac{\pi F^2}{2}\frac{\sigma^2a^2}{E'},\qquad
G(a)=\frac{dW}{da}=\pi F^2\frac{\sigma^2a}{E'}=\frac{K^2}{E'} .
\label{energy}
\end{equation}
The relation between $G$ and $K$ has come out of the solution; it was not assumed. Finally,
\begin{equation}
G_{\rm ss}=\frac{W(h)}h=Z\frac{\sigma^2h}{E'},\qquad Z=\frac{\pi F^2}{2}=1.976 .
\end{equation}

The plane-strain release rate is linear in depth, so its mean is half its final value, whose coefficient is $\pi F^2=3.952$. If a channel stops at depth $a<h$, the same argument gives a mean of $Z\sigma^2a/E'$. Within the film, a deeper channel therefore has the larger driving force.

The mouth opening follows from $\delta(0)=-2U_-(0)$. In the limit $s\to0^+$, \eqref{hplus} gives $H_+(0)=\sqrt{H(0)}=\sqrt{1-4/\pi^2}$, and $P(0)=\sqrt\pi H_+(0)$. Hence
\begin{equation}
\delta(0)=\frac{4F}{\sqrt{1-4/\pi^2}}\frac{\sigma a}{E'}=5.817\,\frac{\sigma a}{E'} .
\end{equation}

A plane-strain finite-element calculation of one side of the crack, in a region about $60h$ wide and deep with elements refined towards the tip, tests these results without using the transform. It gives $Z=1.974$ and a mouth coefficient of 5.812, each about 0.1\% below the formula. Changing $\nu$ from 0.17 to 0.35 leaves $Z$ at 1.974, as expected if $\nu$ enters through $E'$ alone.

\section{A deposited silica film}

Consider a tensile silica interlayer dielectric on a fused-silica wafer, a nearly matched pair. Rough typical values are $h=2000$ nm, $\sigma=150$ MPa, $E=70$ GPa and $\nu=0.17$. Then $E'=70/(1-0.17^2)=72.08$ GPa, and
\begin{equation}
\frac{\sigma^2h}{E'}=\frac{(1.50\times10^8)^2(2.00\times10^{-6})}{7.208\times10^{10}}
=0.624\ {\rm J/m^2}.
\end{equation}
Multiplication by 1.976 gives $G_{\rm ss}=1.23$ J/m$^2$, or 0.077 eV/\AA$^2$. The mouth opens by 24 nm, about 1\% of the film thickness, which is consistent with linear elasticity away from the tip.

A channel can run when $G_{\rm ss}$ reaches the fracture energy $\Gamma$, so the critical thickness is $h_c=\Gamma E'/(Z\sigma^2)$. For a rough dry value $\Gamma=8$ J/m$^2$, $h_c$ is about 13\,000 nm. Moisture lets cracks in silica grow slowly at much smaller release rates. With 2 J/m$^2$ as a rough level for such growth, $h_c$ falls to about 3200 nm. The 2000 nm film lies below both values, but the humid verdict rests on the chosen level. A level of 2 J/m$^2$ corresponds to $K=\sqrt{\Gamma E'}=0.38$ MPa\,m$^{1/2}$, the film's 1.23 J/m$^2$ to 0.30 MPa\,m$^{1/2}$, and any growth level below 1.23 J/m$^2$ would put the film above its critical thickness. The humid figure marks a chosen growth level; it does not guarantee a lifetime.

\section{Where the matched, interface-stopped model fails}

\subsection*{Penetration into the substrate}

At the channelling threshold $G_{\rm ss}=\Gamma$, the release rate for deepening at the interface is $2\Gamma$. Arrest there needs a substrate fracture energy of at least $2\Gamma$, if the interface itself offers no other obstacle. An equally tough substrate would be cut.

The driving force per unit area of such a deeper channel is $W(a)/a$, with tension still acting only over the film. Its slope is
\begin{equation}
\frac{d}{da}\frac{W}{a}=\frac1a\left[G(a)-\frac Wa\right],
\end{equation}
which is positive at $a=h$, where $G$ is twice $W/a$. The finite-element values of $WE'/(\sigma^2ha)$ rise from 1.974 at $a=h$ to 2.072 at $1.2h$, the largest sampled, and fall to 2.007 at $1.5h$. Like the value at $a=h$, these lie 0.1--0.15\% low; the converged figures are 2.075 at the maximum, which is at $1.20h$, and 2.010 at $1.5h$. For equal toughness the largest sampled driving force at a given film thickness is thus about 5\% higher than for the interface-stopped channel, and the humid critical thickness falls to about 3100 nm.

The two coefficients also separate two events in the example. A long scratch through the film has a deepening release rate of 2.47 J/m$^2$, above the humid level, so it could start to grow slowly into the silica below. This growth would be shallow: the tension ends at the interface, and the deepening release rate falls below 2 J/m$^2$ about 36 nm beneath it, reaching 1.76 J/m$^2$ at 100 nm. The corresponding channel driving force, at most about $2.075\times0.624\approx1.3$ J/m$^2$, stays below that level.

\subsection*{Real wafers and real films}

A silicon wafer breaks the matching assumption. Take silicon as isotropic with rough values of 165 GPa and 0.22, and hold the film's stress, thickness and elastic constants fixed. For a crack stopped at the interface, the silica coefficient becomes 1.45 and the release rate 0.90 J/m$^2$; the matched formula is 36\% too high relative to this. Real silicon is anisotropic: isotropic stand-ins of 130 GPa and 0.28, or 169 GPa and 0.064, give 1.52 and 1.48, so the excess is better read as 30--36\%. A compliant organosilicate low-$k$ film, with rough values of 8 GPa and 0.25, has an interface-stopped coefficient of 1.11 on silicon, and the matched formula is then 78\% too high relative to it. On a stiffer substrate the release rate for deepening falls to zero at the interface, so a channel that stops slightly short of it can have a larger driving force per unit area. The gain is small: 0.1--0.2\% near $a=0.99h$ for silica on silicon, and about 2\% near $a=0.9h$--$0.95h$ for the low-$k$ film. The stiffer substrate restrains the opening, which lowers $W$ through \eqref{work}. Even on fused silica, a substrate 10\% stiffer than the film lowers the coefficient to 1.90. Patterned metal and multilayer stacks need their own calculation.

\subsection*{Stress in service}

Since $G_{\rm ss}\propto\sigma^2$, the stress must be that of the film in use. If water uptake reduces the tension by 50 MPa, a rough figure, the release rate drops to 0.55 J/m$^2$. If the film contracts more than the wafer by $5\times10^{-7}$ K$^{-1}$, also rough, cooling by 100 K adds $E\,\Delta\alpha\,\Delta T/(1-\nu)=4.2$ MPa. The release rate then rises to 1.30 J/m$^2$, an increase of about 6\%. On a silicon wafer the sign is usually reversed, since silica contracts less than silicon and cooling lowers the tension. With these inputs moisture has two opposing effects: it lowers the resistance from 8 to 2 J/m$^2$, a factor of four, while the reduced tension lowers the release rate by a factor of $(150/100)^2=2.25$. For these inputs the margin against cracking therefore still shrinks; it would grow instead if the tension fell by more than 75 MPa or the humid level exceeded about 3.6 J/m$^2$. The numerical output below lists the values used here.

\section*{Computed results}
\begin{verbatim}
H_plus(1), Wiener-Hopf factor: 0.891645
Edge factor F, formula: 1.121522
Edge factor F, dislocation equation: 1.121522
Full-depth coefficient pi F^2: 3.95153
Channel coefficient Z, formula: 1.97577
Channel coefficient Z, opening integral: 1.97577
Channel coefficient Z, finite elements: 1.9740
Same, Poisson ratio 0.35: 1.9739
Mouth coefficient, formula: 5.8172
Mouth coefficient, dislocation equation: 5.8172
Mouth coefficient, finite elements: 5.8123
Film thickness (rough input): 2000 nm
Film tension (rough input): 150 MPa
Young modulus (rough input): 70 GPa
Poisson ratio (rough input): 0.17
Plane-strain modulus: 72.08 GPa
sigma^2 h/E': 0.6243 J/m^2
Channel release rate: 1.233 J/m^2
Channel release rate: 0.0770 eV/angstrom^2
Plane-strain release rate at full depth: 2.467 J/m^2
Stress intensity at full depth: 0.422 MPa m^0.5
Crack mouth opening: 24.21 nm
Dry fracture energy (rough input): 8.0 J/m^2
Humid growth energy (rough input): 2.0 J/m^2
Critical thickness, dry: 12972 nm
Critical thickness, humid: 3243 nm
Z, substrate 10 percent stiffer: 1.900
Silicon modulus (rough input): 165 GPa
Silicon Poisson ratio (rough input): 0.22
Z, silica film on silicon: 1.449
Low-k modulus (rough input): 8 GPa
Low-k Poisson ratio (rough input): 0.25
Z, low-k film on silicon: 1.109
Crack depth 1.00 h: W E'/(sigma^2 h a) = 1.974
Crack depth 1.05 h: W E'/(sigma^2 h a) = 2.030
Crack depth 1.10 h: W E'/(sigma^2 h a) = 2.057
Crack depth 1.15 h: W E'/(sigma^2 h a) = 2.069
Crack depth 1.20 h: W E'/(sigma^2 h a) = 2.072
Crack depth 1.30 h: W E'/(sigma^2 h a) = 2.062
Crack depth 1.50 h: W E'/(sigma^2 h a) = 2.007
Largest sampled value, at depth 1.20 h: 2.072
Stress drift, water uptake (rough input): -50 MPa
Channel release rate after drift: 0.548 J/m^2
Expansion difference (rough input): 5.0e-07 1/K
Cooling (input): 100 K
Added tension on cooling: 4.22 MPa
Channel release rate after cooling: 1.304 J/m^2
\end{verbatim}
